Exact tunnelling through a sech-squared channel barrier and its WKB limit

**1. Definitions and conventions**

An electron of effective mass m and energy E > 0 moves along x, from source (left) to drain (right), over the potential

V(x) = V0 sech²(x/a), V0 > 0.

Energy is measured from the band edge far from the barrier, the same on both sides, so there is no drain bias. The mass is constant. With z = x/a, multiplying the Schrödinger equation by −2ma²/ħ² gives

ψ'' + (κ² − g² sech² z)ψ = 0, κ = a√(2mE)/ħ, g = a√(2mV0)/ħ. (1)

Primes on ψ mean d/dz. The number κ is the wave number outside the barrier times a; g measures height and width together. The solution has unit transmitted amplitude:

ψ → e^{iκz} for z → +∞,
ψ → I e^{iκz} + R e^{−iκz} for z → −∞. (2)

For real κ the quantity ψ*ψ' − ψψ*' is independent of z, because the bracket in (1) is real. It equals 2iκ on the right and 2iκ(|I|² − |R|²) on the left. Hence |I|² − |R|² = 1, and the transmission, transmitted flux over incident flux, is

T = 1/|I|². (3)

Everything therefore rests on one number, the incident amplitude I.

**2. The simplest case: a barrier too thin to resolve**

Let κ ≪ 1 and g ≪ 1. The wave hardly changes across the barrier, but its slope jumps. Integrating (1) across the barrier, with ψ ≈ 1 there and ∫sech² z dz = 2, gives a jump of 2g². Continuity of ψ and the jump of ψ' read

I + R = 1,
iκ − iκ(I − R) = 2g².

The second gives I − R = 1 + 2ig²/κ. Half the sum of the two is I = 1 + ig²/κ, so

T ≈ κ²/(κ² + g⁴). (4)

Only the area under the barrier enters, through g². There is no exponential, since the wave has no room to decay. The general result must reduce to (4).

**3. The general barrier: the equation for the envelope**

Take out the transmitted wave by writing ψ = e^{iκz}F. Then ψ'' = e^{iκz}(F_zz + 2iκF_z − κ²F), and (1) becomes

F_zz + 2iκF_z − g² sech² z F = 0. (5)

Now map the line onto a finite interval with

u = 1/(1 + e^{2z}),

which is 0 at the far right and 1 at the far left. Differentiation gives

du/dz = −2e^{2z}/(1 + e^{2z})² = −2u(1−u),

and the same fraction shows that sech² z = 4u(1−u). With dots for d/du,

F_z = −2u(1−u)Ḟ,
F_zz = 4u(1−u)[u(1−u)F̈ + (1−2u)Ḟ].

Insert these in (5) and divide by 4u(1−u):

u(1−u)F̈ + (1 − iκ − 2u)Ḟ − g²F = 0. (6)

Try F = Σ cₙuⁿ with c₀ = 1. The coefficient of uⁿ in (6) gives

(n+1)(n+1−iκ)cₙ₊₁ = (n² + n + g²)cₙ.

The right-hand bracket factors as (n+A)(n+B) if A + B = 1 and AB = g². Thus

A = 1/2 + iβ, B = 1/2 − iβ, β = √(g² − 1/4), C = 1 − iκ,

and the solution is the hypergeometric series

F(A,B;C;u) = Σ (A)ₙ(B)ₙ uⁿ/[(C)ₙ n!], (7)

where (A)ₙ = A(A+1)…(A+n−1) and (A)₀ = 1. The ratio of successive coefficients tends to 1, so the series converges for |u| < 1, that is, at every finite z. At u = 0 it equals 1, as (2) demands.

A quick limit: for g = 0 every coefficient beyond c₀ contains the factor AB = 0. Then F = 1 and the wave is free.

**4. Reading off the incident amplitude**

Call the solution just found ψ_κ(z). Equation (1) is unchanged under z → −z and under κ → −κ. Two further solutions are therefore ψ_κ(−z), which tends to e^{−iκz} on the left, and ψ_{−κ}(−z), which tends to e^{iκz} there. Hence

ψ_κ(z) = I ψ_{−κ}(−z) + R ψ_κ(−z). (8)

This defines I and R for complex κ too, in the strip |Im κ| < 1 with κ = 0 removed. For two solutions f and h, the Wronskian fh' − f'h is constant. Taking h = ψ_κ(−z) in (8) removes R. The left-hand asymptotic forms of the remaining pair give I(−iκ − iκ), so the Wronskian of ψ_κ(z) and ψ_κ(−z) is −2iκI. The series (7) is analytic in κ in the strip, so I is analytic there away from κ = 0. It may be computed where that is easiest and then continued to real κ.

The easy place is 0 < Im κ < 1. As z → −∞ the incident term then grows while the reflected term decays, so e^{−iκz}ψ = F tends to I:

I = F(A,B;C;u → 1). (9)

To evaluate this, an integral for F is needed. It rests on the beta integral. In Γ(p)Γ(q) = ∫∫ x^{p−1}y^{q−1}e^{−x−y} dx dy put x = rt and y = r(1−t), with dx dy = r dr dt. The r integral is Γ(p+q), and so

∫₀¹ t^{p−1}(1−t)^{q−1} dt = Γ(p)Γ(q)/Γ(p+q), Re p, Re q > 0. (10)

Consider next

F = Γ(C)/[Γ(B)Γ(C−B)] ∫₀¹ t^{B−1}(1−t)^{C−B−1}(1−ut)^{−A} dt. (11)

To prove it, expand (1−ut)^{−A} = Σ (A)ₙuⁿtⁿ/n!. By (10) the nth integral is Γ(B+n)Γ(C−B)/Γ(C+n). Since Γ(B+n) = (B)ₙΓ(B), and likewise for C, the series (7) is recovered. The conditions Re B > 0 and Re(C−B) > 0 hold here.

Let u → 1. The last two factors merge into (1−t)^{C−A−B−1}, with C − A − B = −iκ, whose real part Im κ is positive. The integral therefore converges. The limit may be taken inside it, because Re A > 0 makes |(1−ut)^{−A}| no larger than |(1−t)^{−A}|. Using (10) once more,

I = Γ(C)Γ(C−A−B)/[Γ(C−A)Γ(C−B)]
 = Γ(1−iκ)Γ(−iκ)/[Γ(1/2−iκ−iβ)Γ(1/2−iκ+iβ)]. (12)

Both sides are analytic in the strip without κ = 0, so (12) holds for real κ ≠ 0.

**5. From gamma functions to the transmission**

The modulus of (12) follows from the reflection identity

Γ(s)Γ(1−s) = π/sin πs. (13)

For 0 < Re s < 1 it comes from (10) with p = s, q = 1−s and t = e^y/(1+e^y), which turns the integral into J = ∫e^{sy}/(1+e^y) dy over the real line. Shifting the path up by 2πi multiplies J by e^{2πis}. The pole at y = iπ between the paths has residue −e^{iπs}. So J(1 − e^{2πis}) = −2πi e^{iπs}, which is J = π/sin πs. Continuation extends it to other s.

Take κ and β real. With Γ(1+iκ) = iκΓ(iκ),

|Γ(1−iκ)|² = iκ π/sin(iπκ) = πκ/sinh πκ.

Since Γ(1−iκ) = −iκΓ(−iκ), dividing by κ² gives |Γ(−iκ)|² = π/(κ sinh πκ). Setting s = 1/2 − iy in (13) gives |Γ(1/2−iy)|² = π/cosh πy. Altogether

|I|² = cosh π(β+κ) cosh π(β−κ)/sinh² πκ. (14)

The product can be opened with X = πκ and Y = πβ:

cosh(Y+X)cosh(Y−X) = cosh²Y cosh²X − sinh²Y sinh²X
 = cosh²Y(1 + sinh²X) − (cosh²Y − 1)sinh²X
 = cosh²Y + sinh²X.

By (3),

T = sinh²(πκ)/[sinh²(πκ) + cosh²(πβ)]. (15)

For g < 1/2, β = iμ with μ = √(1/4 − g²). Pairing each gamma function with its reflected partner replaces the product in (14) by cos π(μ−iκ) cos π(μ+iκ) = cos²πμ + sinh²πκ. So (15) stands with cosh πβ read as cos πμ.

**Thin barrier.** For small g, μ ≈ 1/2 − g² and cos πμ ≈ sin πg² ≈ πg². With sinh πκ ≈ πκ, (15) becomes κ²/(κ² + g⁴), which is (4).

**Band edge.** For g ≥ 1/2 and πκ ≪ 1,

T ≈ π²κ²/cosh²(πβ), (16)

so T is proportional to E. At g = 4, direct integration of (1) gives T(κ=0.02)/T(κ=0.01) = 4.004, against 4 from (16).

**Far above the barrier.** The reflection probability is 1 − T = cosh²πβ/[sinh²πκ + cosh²πβ]. When β and κ − β are both large it tends to e^{−2π(κ−β)}. The smooth barrier then reflects exponentially little, approaching the classical answer T = 1.

**6. The WKB exponential**

Where g² sech² z > κ², equation (1) reads ψ'' = p²ψ with p = √(g² sech² z − κ²). Writing ψ = e^σ gives σ'² + σ'' = p². If p varies little over a decay length, |p'| ≪ p², the second term is small and σ' ≈ ±p. The decaying wave loses a factor e^{−S} between the turning points ±z_t, where p = 0, and the probability loses e^{−2S}, with

S(κ) = ∫ p dz from −z_t to z_t.

Close to the turning points the condition on p' fails, so this argument suggests the exponent but does not prove it, and it gives no prefactor. The exact result will settle both.

Differentiate S with respect to κ. The end points contribute nothing because p vanishes there:

dS/dκ = −κ ∫ dz/√(g² sech² z − κ²) = −κ ∫ cosh z dz/√(g² − κ² cosh² z).

With s = sinh z and cosh² z = 1 + s²,

dS/dκ = −∫ κ ds/√(g² − κ² − κ²s²) = −π,

the last integral being an arcsine taken from −1 to 1. At κ = g the forbidden region closes and S = 0. Therefore

S = π(g − κ), T_WKB = e^{−2π(g−κ)}. (17)

**7. When the exact result becomes the exponential**

For real β, write the functions in (14) as sinh πκ = e^{πκ}(1 − e^{−2πκ})/2 and cosh w = e^w(1 + e^{−2w})/2. The factors of 1/4 cancel, and the leading exponentials combine to e^{2πκ−2πβ}. Dividing by (17),

T/T_WKB = e^{2π(g−β)} (1 − e^{−2πκ})² / {[1 + e^{−2π(β+κ)}][1 + e^{−2π(β−κ)}]}. (18)

No approximation has been made. Since g² − β² = 1/4,

2π(g − β) = π/[2(g + β)] ≈ π/(4g) for g ≫ 1. (19)

The ratio tends to 1 under three conditions:

g ≫ 1, 2πκ ≫ 1, 2π(g − κ) ≫ 1.

The first says that a√(2mV0) far exceeds ħ, whether through height, width or both, and alone it is not enough. If E and a are fixed while V0 grows, κ stays put and the ratio tends to (1 − e^{−2πκ})², not to 1. At g = 4 and κ = 0.05, integration of (1) gives T/T_WKB = 0.089: the exponential overestimates the transmission elevenfold. The exact T must vanish at the band edge, whereas T_WKB stays finite. If instead a grows at fixed E/V0 strictly between 0 and 1, then κ, g and g − κ all grow together and the limit is reached.

For E/V0 = 0.36, numerical integration gives ln(T/T_WKB) = 0.388, 0.197 and 0.098 at g = 2, 4 and 8. The estimate π/(4g) is 0.393, 0.196 and 0.098. The small differences have two sources of opposite sign in (18): the first factor exceeds e^{π/(4g)} because β < g, while the others are below 1. At g = 2 the latter win. The relative error of the exponential thus falls as 1/g, more slowly than T itself.

At the barrier top κ = g. With g large, (18) gives

T ≈ e^δ/(1 + e^δ), δ = 2π(g − β), (20)

which tends to one half, while T_WKB = 1. The turning points have merged, so the local argument of section 6 no longer applies.

**8. A short silicon channel**

Nanometres and electronvolts are natural here. Take V0 = 0.30 eV, a = 3.0 nm, m = 0.19 electron masses and E = 0.10 eV. The full width at half height is 2a arccosh √2 = 5.29 nm. With ħ²/(2mₑ) = 0.03810 eV nm²,

g = 3.0 √(0.19 × 0.30/0.03810) = 3.669,
κ = 3.0 √(0.19 × 0.10/0.03810) = 2.119,
β = √(3.669² − 0.25) = 3.635.

The WKB exponent is 2π(g − κ) = 9.74, so

T_WKB = 5.86 × 10⁻⁵, T = 7.27 × 10⁻⁵.

Direct integration of (1) gives the same T to all six printed digits. The ratio is 1.240, and (18) shows its origin: the first factor is 1.240, and each of the others differs from 1 by less than 10⁻⁴. The exponential is 19% below the exact value, almost wholly because β differs from g.

The error changes sign along the energy axis. T/T_WKB is 0.67 at 0.001 eV, 1.20 at 0.01 eV, 1.24 at 0.05 eV, 1.06 at 0.25 eV and 0.55 at the top. The low values at the ends come from the edge and top factors in (18). At the top, (20) with e^δ = 1.240 gives 0.554, as the full formula does.

**9. The model beside a real transistor**

The parameters are rough illustrative values for a silicon transistor with a channel of about 5 nm; 0.19 is roughly the light transverse mass of silicon. One assumption plainly broken is the absence of drain bias. Let the potential be V_s sech² z − D(1 + tanh z)/2 with D = 0.50 eV, and choose V_s = 0.520 eV so that the top stays at 0.30 eV. With a, m and E held fixed, numerical integration gives T = 7.2 × 10⁻⁴, ten times the unbiased value. This factor comes from the narrowing of the barrier: at fixed a its width at 0.15 eV falls from 5.29 to 4.03 nm. If a is enlarged to restore the 5.29 nm, the biased barrier gives T = 7.0 × 10⁻⁵, close to the unbiased value. How far a drain bias narrows a real barrier is set by the electrostatics of the device, which this model does not contain. A narrowing of the size found here outweighs the 24% correction to WKB, and (15) is not a prediction of a device's leakage.

Other changes, each made alone on the unbiased barrier, have these sizes:

- A flatter barrier, V0 exp[−ln 2 (z/z_h)⁴] with z_h = arccosh √2, has the same height and half-height width. At E = 0.10 eV it gives T = 9.1 × 10⁻⁵, a factor 1.25 higher. This energy lies near a crossover: the factor is about 7 at 0.05 eV, where the flatter barrier is the narrower one, and about 0.25 at 0.20 eV, where it is the wider one.
- If the heavy axis of a silicon valley, roughly 0.92 electron masses, lies along the channel, T falls to 5.4 × 10⁻¹⁰ at the same energy above the band edge. Both g and κ grow as √m, and so does the exponent.
- The band is not parabolic. Replacing V − E in the decay rate by (V − E)[1 − α(V − E)], with the rough value α = 0.5 eV⁻¹, raises the WKB transmission by a factor 1.4.

Transmission at one energy is not yet a current. For one mode fed by the source alone, the current is proportional to ∫T(E)f(E)dE, where f is the Fermi function. Put the source Fermi level 0.05 eV above the band edge and keep the unbiased barrier. At 300 K, 88% of this current then comes from energies below the top. The total is 6.1 times the classical thermal current, in which every electron above V0 passes and none below. Both figures depend on the barrier: the biased one above gives 95% and 15, the flatter one 78% and 2.6. At 77 K, with barrier and Fermi level held fixed, practically all of the current tunnels. The ratio to classical emission is then about 10¹¹, since that emission is almost frozen out.

The peak field is 0.77 MV/cm without bias and 1.9 MV/cm with it, both above the rough bulk breakdown field of silicon, 0.3 MV/cm. The energy available is nevertheless limited. An electron starting at the barrier top falls by 0.80 eV to the drain, 0.30 eV short of a gap of roughly 1.1 eV, so it cannot create a pair unless it gains energy from phonons or other carriers on the way. The valence edge under the barrier top also lies 0.30 eV below the drain's conduction edge, which closes direct band-to-band tunnelling. Electrons far in the thermal tail, or a larger drain drop, would use up this margin.

Phonon-assisted tunnelling, surface roughness, confinement in the cross-section (which changes the mass and the gap) and the adjustment of the barrier to the channel's own charge are not estimated here. The numerical output below lists the main values at full printed precision.

Computed results

```
largest relative error of exact T in tests: 1.2e-11
E/V0=0.36, g=2: ln(T/T_WKB)=0.38824, pi/(4g)=0.39270
E/V0=0.36, g=4: ln(T/T_WKB)=0.19707, pi/(4g)=0.19635
E/V0=0.36, g=8: ln(T/T_WKB)=0.09827, pi/(4g)=0.09817
g=4, kappa=0.05: T/T_WKB = 0.0885
g=4, T(kappa=0.02)/T(kappa=0.01) = 4.0039
barrier height V0 = 0.30 eV
barrier length a = 3.0 nm
full width at half height = 5.288 nm
transport mass = 0.19 electron masses
energy E = 0.10 eV
hbar^2/(2 m_e) = 0.038100 eV nm^2
g = 3.66942, kappa = 2.11854, beta = 3.63519
WKB exponent 2 pi (g-kappa) = 9.7445
T exact formula = 7.26765e-05
T numerical integration = 7.26765e-05
T WKB = 5.86186e-05
T/T_WKB = 1.23982
factor exp(2 pi (g-beta)) = 1.23991
factor (1-exp(-2 pi kappa))^2 = 0.9999967
factor 1/(1+exp(-2 pi (beta-kappa))) = 0.9999273
1 - factor with beta+kappa = 2.2e-16
E=0.001 eV: T=2.4666e-10, T_WKB=3.6742e-10, ratio=0.6713
E=0.010 eV: T=7.8625e-09, T_WKB=6.5338e-09, ratio=1.2033
E=0.050 eV: T=1.4728e-06, T_WKB=1.1880e-06, ratio=1.2397
E=0.100 eV: T=7.2677e-05, T_WKB=5.8619e-05, ratio=1.2398
E=0.200 eV: T=1.7710e-02, T_WKB=1.4541e-02, ratio=1.2180
E=0.250 eV: T=1.4261e-01, T_WKB=1.3415e-01, ratio=1.0631
E=0.300 eV: T=5.5355e-01, T_WKB=1.0000e+00, ratio=0.5536
T at barrier top, numerical = 0.55355
drain drop = 0.50 eV, sech^2 strength = 0.5199 eV
T with drain drop = 7.2308e-04, ratio to unbiased = 9.949
T flatter barrier = 9.0511e-05, ratio = 1.245
T with mass 0.92 electron masses = 5.370e-10
nonparabolicity 0.5 /eV: WKB T times 1.405
source Fermi level = 0.05 eV above band edge
300 K: current share from E<V0 = 0.880729
300 K: total/classical emission = 6.118
77 K: current share from E<V0 = 1.000000
77 K: total/classical emission = 9.709e+10
peak field, unbiased = 0.770 MV/cm
peak field, biased = 1.925 MV/cm
rough silicon gap = 1.1 eV
energy drop, barrier top to drain = 0.80 eV
margin to pair creation and band-to-band = 0.30 eV
```
